# Two Proofs of the Dundurs Reduction for Bonded Plane Solids: test program

```python
"""Dundurs' theorem: in traction-loaded plane elasticity of two bonded isotropic
solids the in-plane stress depends on the moduli only through alpha and beta,
provided that no hole carries a resultant force.
mu: shear modulus; kappa: 3-4nu (plane strain) or (3-nu)/(1+nu) (plane stress);
c = (kappa+1)/mu;  w = u+iv: displacement;  F: force function, dF = i(tx+i ty)ds;
phi = (2 mu w + F)/(kappa+1): analytic function in each solid.
A 'twin' pair has 1/mu shifted by delta in both solids at fixed c.
A material pair is stored as (mu1, kappa1, mu2, kappa2)."""
import numpy as np
import sympy as sp
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu
from numpy.polynomial import legendre as leg


def dundurs(m1, k1, m2, k2):
    total = m1*(k2 + 1) + m2*(k1 + 1)
    return ((m1*(k2 + 1) - m2*(k1 + 1))/total,
            (m1*(k2 - 1) - m2*(k1 - 1))/total)


def twin(pair, delta):
    out = []
    for mu, kap in (pair[:2], pair[2:]):
        mu_new = 1/(1/mu + delta)
        out += [mu_new, (kap + 1)/mu*mu_new - 1]
    return tuple(out)


def lame(mu, kap):
    """First Lame constant in plane strain."""
    return mu*(3 - kap)/(kap - 1)


# ---------- symbolic: Hooke's law makes 2 mu w + F analytic ----------
ux, uy, vx, vy, ezz = sp.symbols('ux uy vx vy ezz', real=True)
mu_s, nu_s = sp.symbols('mu nu', positive=True)
lam_s = 2*mu_s*nu_s/(1 - 2*nu_s)
szz = lam_s*(ux + vy + ezz) + 2*mu_s*ezz
for e_z, kap_s in ((sp.Integer(0), 3 - 4*nu_s),
                   (sp.solve(szz, ezz)[0], (3 - nu_s)/(1 + nu_s))):
    sxx = lam_s*(ux + vy + e_z) + 2*mu_s*ux
    syy = lam_s*(ux + vy + e_z) + 2*mu_s*vy
    sxy = mu_s*(uy + vx)
    gx = (2*mu_s*ux + syy, 2*mu_s*vx - sxy)      # d/dx of 2 mu w + F (re, im)
    gy = (2*mu_s*uy - sxy, 2*mu_s*vy + sxx)      # d/dy of the same
    assert sp.simplify(gx[0] - gy[1]) == 0 and sp.simplify(gx[1] + gy[0]) == 0
    assert sp.simplify((gx[0] + gy[1])/2 - (kap_s + 1)*(sxx + syy)/4) == 0

# continuity of w and F gives an interface relation with alpha, beta only
a1, q1, a2, q2, w_s, f_s = sp.symbols('mu1 kappa1 mu2 kappa2 w F')
al_s, be_s = dundurs(a1, q1, a2, q2)
phi1_s, phi2_s = (2*a1*w_s + f_s)/(q1 + 1), (2*a2*w_s + f_s)/(q2 + 1)
assert sp.simplify((1 - al_s)*phi1_s - (1 + al_s)*phi2_s
                   - (be_s - al_s)*f_s) == 0


# ---------- concentric rings: collocation of the displacement equations ----------
def cheb(n):
    x = np.cos(np.pi*np.arange(n + 1)/n)
    c = np.ones(n + 1)
    c[0] = c[-1] = 2
    c = c*(-1.0)**np.arange(n + 1)
    dx = x[:, None] - x[None, :]
    d = np.outer(c, 1/c)/(dx + np.eye(n + 1))
    return x, d - np.diag(d.sum(axis=1))


def ring_solution(layers, n, inner, outer, jump=0.0):
    """u_r = U cos(n t), u_t = V sin(n t); layers (r0, r1, mu, kappa) from inside
    out; inner/outer: boundary (s_rr, s_rt), inner None for a full disc;
    jump: radial displacement step at the first interface.
    Returns per layer the rows r, U, V, s_rr, s_tt, s_rt, outer node first."""
    x, d = cheb(30)
    m = len(x)
    eye, zero = np.eye(m), np.zeros((m, m))
    U, V = np.hstack([eye, zero]), np.hstack([zero, eye])
    ops, rows, rhs = [], [], []

    def add(parts, value):
        row = np.zeros(2*m*len(layers))
        for i, vec in parts:
            row[2*m*i:2*m*(i + 1)] += vec
        size = np.linalg.norm(row)                # equal weight for all rows
        rows.append(row/size)
        rhs.append(value/size)

    for i, (r0, r1, mu, kap) in enumerate(layers):
        if r0 == 0:
            r = r1*(1 + x)/2
            th = r[:, None]*d*2/r1                # r d/dr
        else:
            length = np.log(r1/r0)
            r = r0*np.exp(length*(1 + x)/2)
            th = d*2/length
        lam = lame(mu, kap)
        hoop = U + n*V
        rr = (lam + 2*mu)*th@U + lam*hoop         # r times stress
        tt = lam*th@U + (lam + 2*mu)*hoop
        rt = mu*(th@V - V - n*U)
        ops.append((r, rr, tt, rt))
        eq_r, eq_t = th@rr + n*rt - tt, th@rt + rt - n*tt
        for k in range(1, m if r0 == 0 else m - 1):
            add([(i, eq_r[k])], 0.0)
            add([(i, eq_t[k])], 0.0)
    for i in range(len(layers) - 1):
        add([(i + 1, U[-1]), (i, -U[0])], jump if i == 0 else 0.0)
        add([(i + 1, V[-1]), (i, -V[0])], 0.0)
        for s in (1, 3):
            add([(i + 1, ops[i + 1][s][-1]/ops[i + 1][0][-1]),
                 (i, -ops[i][s][0]/ops[i][0][0])], 0.0)
    last = len(layers) - 1
    for s, val in zip((1, 3), outer):
        add([(last, ops[last][s][0]/ops[last][0][0])], val)
    if inner is not None:
        for s, val in zip((1, 3), inner):
            add([(0, ops[0][s][-1]/ops[0][0][-1])], val)
    sol = np.linalg.lstsq(np.array(rows), np.array(rhs), rcond=1e-13)[0]
    result = []
    for i, (r, rr, tt, rt) in enumerate(ops):
        part = sol[2*m*i:2*m*(i + 1)]
        keep = slice(0, m - 1) if layers[i][0] == 0 else slice(0, m)
        result.append(np.array([r[keep], (U@part)[keep], (V@part)[keep],
                                (rr@part)[keep]/r[keep], (tt@part)[keep]/r[keep],
                                (rt@part)[keep]/r[keep]]))
    return result


pair_a = (1.0, 2.6, 0.25, 2.0)
pair_b = twin(pair_a, 0.6)
pair_c = (1.0, 2.6, 1.0, 2.0)                     # control: other alpha, beta
assert np.allclose(dundurs(*pair_a), dundurs(*pair_b), atol=1e-13)
assert all(1 < k < 3 for k in (pair_b[1], pair_b[3]))


def ring_stress(pair, inner, outer):
    lay = [(1.0, 2.0, pair[2], pair[3]), (2.0, 4.0, pair[0], pair[1])]
    return np.hstack([s[3:] for s in ring_solution(lay, 1, inner, outer)])


no_force, with_force = ((1.0, 1.0), (0.0, 0.0)), ((1.0, 0.0), (0.25, 0.0))
ring_ref = ring_stress(pair_a, *no_force)
ring_twin = np.abs(ring_stress(pair_b, *no_force) - ring_ref).max()
ring_control = np.abs(ring_stress(pair_c, *no_force) - ring_ref).max()
ring_force = np.abs(ring_stress(pair_b, *with_force)
                    - ring_stress(pair_a, *with_force)).max()
assert ring_twin < 1e-7 and ring_control > 1e-3 and ring_force > 1e-2


# ---------- plate with a hole cut by the interface: finite elements ----------
# mesh: angular breaks between the interface and 0.8 rad, and radial breaks;
# the graded mesh resolves the corners where the interface meets an edge
coarse_mesh = ([0, 0.12], [1, 1.12, 1.6, 2.7, 3.0])
graded_mesh = ([0, 0.03, 0.12, 0.4], [1, 1.03, 1.12, 1.4, 2.0, 2.64, 2.91, 3.0])


def plate_stress(pair, mesh=graded_mesh):
    """Annulus 1<r<3, solid 1 above and solid 2 below y=0. Loads on the hole:
    unit pressure, unit tangential traction (torque), unit traction along y
    (net force), the last two balanced at r=3. Returns the stress at points at
    least 0.8 rad from the interface, and their radii."""
    p = 6
    nodes = -np.cos(np.pi*np.arange(p + 1)/p)
    g, wg = leg.leggauss(p + 2)
    inv = np.linalg.inv(leg.legvander(nodes, p))
    b = leg.legvander(g, p)@inv
    db = np.array([leg.legval(g, leg.legder(row)) for row in np.eye(p + 1)]).T@inv
    near = mesh[0] + [0.8]
    half = near + [np.pi/2] + [np.pi - h for h in near[:0:-1]]
    ang = np.array(half + [np.pi + h for h in half] + [2*np.pi])
    rad = np.array(mesh[1])
    nr, na = len(rad) - 1, len(ang) - 1
    n_ang = na*p
    n_tot = (nr*p + 1)*n_ang
    force = np.zeros((2*n_tot, 3))
    ii, jj, vals, samples = [], [], [], []
    for ia in range(na):
        mu, kap = pair[:2] if ia < na//2 else pair[2:]
        lam = lame(mu, kap)
        hooke = np.array([[lam + 2*mu, lam, 0], [lam, lam + 2*mu, 0], [0, 0, mu]])
        ht = ang[ia + 1] - ang[ia]
        t = ang[ia] + ht*(1 + g)/2
        for ir in range(nr):
            hr = rad[ir + 1] - rad[ir]
            r = rad[ir] + hr*(1 + g)/2
            ids = ((ir*p + np.arange(p + 1))[:, None]*n_ang
                   + (ia*p + np.arange(p + 1))[None, :] % n_ang).ravel()
            rr, tt = np.repeat(r, len(g)), np.tile(t, len(g))
            d_r, d_t = np.kron(db*2/hr, b), np.kron(b, db*2/ht)
            cs, sn = np.cos(tt)[:, None], np.sin(tt)[:, None]
            d_x = cs*d_r - sn/rr[:, None]*d_t
            d_y = sn*d_r + cs/rr[:, None]*d_t
            nn = len(ids)
            strain = np.zeros((len(rr), 3, 2*nn))
            strain[:, 0, :nn] = strain[:, 2, nn:] = d_x
            strain[:, 1, nn:] = strain[:, 2, :nn] = d_y
            stress = hooke@strain
            weight = np.kron(wg, wg)*hr*ht/4*rr
            ke = np.tensordot(strain*weight[:, None, None], stress,
                              axes=([0, 1], [0, 1]))
            dofs = np.concatenate([ids, ids + n_tot])
            ii.append(np.repeat(dofs, 2*nn))
            jj.append(np.tile(dofs, 2*nn))
            vals.append(ke.ravel())
            if abs(np.sin(ang[ia] + ht/2)) > 0.85:
                samples.append((stress, dofs, rr))
            c1, s1, one = np.cos(t), np.sin(t), np.ones_like(t)
            for edge, sel, radius, amp in (
                    (0, ids[:p + 1], 1.0, (1, 1, 1)),
                    (nr - 1, ids[-(p + 1):], 3.0, (0, -1/9, -1/3))):
                if ir == edge:
                    tx = np.array([amp[0]*c1, -amp[1]*s1, 0*one]).T
                    ty = np.array([amp[0]*s1, amp[1]*c1, amp[2]*one]).T
                    q = (b*(wg*ht/2*radius)[:, None]).T
                    force[sel] += q@tx
                    force[sel + n_tot] += q@ty
    k = coo_matrix((np.concatenate(vals), (np.concatenate(ii), np.concatenate(jj))),
                   shape=(2*n_tot, 2*n_tot)).tocsc()
    top = nr*p*n_ang + na//4*p                    # three fixed values stop
    bottom = nr*p*n_ang + 3*na//4*p               # the rigid motion
    free = np.setdiff1d(np.arange(2*n_tot), [top, bottom, bottom + n_tot])
    factor = splu(k[free][:, free].tocsc(), permc_spec='MMD_AT_PLUS_A',
                  diag_pivot_thresh=0.0, options=dict(SymmetricMode=True))
    disp = np.zeros((2*n_tot, 3))
    disp[free] = factor.solve(force[free])
    return (np.concatenate([s@disp[dof] for s, dof, _ in samples]),
            np.concatenate([radii for _, _, radii in samples]))


# homogeneous annulus: known answers for pressure and for torque
uniform, radii = plate_stress((1.0, 2.0, 1.0, 2.0))
lame_error = np.abs(uniform[:, 0, 0] + uniform[:, 1, 0] - 2/(3.0**2 - 1)).max()
max_shear = np.hypot((uniform[:, 0, 1] - uniform[:, 1, 1])/2, uniform[:, 2, 1])
torque_error = np.abs(max_shear - 1/radii**2).max()
assert lame_error < 1e-3 and torque_error < 1e-3

plate_a, plate_b, plate_c = (plate_stress(q)[0] for q in (pair_a, pair_b, pair_c))
plate_twin = np.abs(plate_b - plate_a).max(axis=(0, 1))
plate_control = np.abs(plate_c - plate_a).max(axis=(0, 1))
coarse_twin = np.abs(plate_stress(pair_b, coarse_mesh)[0]
                     - plate_stress(pair_a, coarse_mesh)[0]).max(axis=(0, 1))
assert plate_twin[0] < 1e-3 and plate_twin[1] < 1e-3
assert plate_twin[1] < 0.5*coarse_twin[1]         # the remainder is mesh error
assert plate_control[0] > 1e-2 and plate_control[1] > 1e-2
assert plate_twin[2] > 1e-2                       # net force: theorem fails


# ---------- worked example: copper via (2) in silicon (1) ----------
def solid(young, nu, plane_stress=False):
    return young/(2*(1 + nu)), ((3 - nu)/(1 + nu) if plane_stress else 3 - 4*nu)


def via_formula(load, alpha, beta):
    """Via stresses s_xx, s_yy, shear amplitude, silicon hoop stress at 90 deg."""
    total = load*(1 - alpha)/(1 - alpha + 2*beta)
    diff = load*(1 - alpha)/(1 - beta)
    s_yy = (total - diff)/2
    return np.array([(total + diff)/2, s_yy, diff/2,
                     load + 2*load*(alpha - beta)/(1 - beta) - s_yy])


def via_numeric(load, layers):
    f0 = ring_solution(layers, 0, None, (load/2, 0.0))
    f2 = ring_solution(layers, 2, None, (load/2, -load/2))
    stresses = np.array([f0[0][3, 0] + f2[0][3, 0], f0[0][3, 0] - f2[0][3, 0],
                         -f2[0][5, 0], f0[-1][4, -1] - f2[-1][4, -1]])
    return stresses, f0[0][1, 0] - f2[0][1, 0]    # and u_r at 90 deg per radius


def two_layers(pair):
    return [(0.0, 1.0, pair[2], pair[3]), (1.0, 200.0, pair[0], pair[1])]


def mises(x, y, z, xy=0.0):
    return np.sqrt(((x - y)**2 + (y - z)**2 + (z - x)**2)/2 + 3*xy**2)


E_si, nu_si, E_cu, nu_cu = 165.0, 0.22, 120.0, 0.34       # GPa, rough
load, radius, depth = 0.1, 2500.0, 50000.0                # GPa, nm, nm
real = solid(E_si, nu_si) + solid(E_cu, nu_cu)
alpha, beta = dundurs(*real)
formula = via_formula(load, alpha, beta)
numeric, v_real = via_numeric(load, two_layers(real))
assert np.abs(numeric - formula).max() < 5e-4*load
delta = 0.004                                             # 1/GPa
other = twin(real, delta)
assert 1 < other[1] < 3 and 1 < other[3] < 3
numeric_twin, v_twin = via_numeric(load, two_layers(other))
assert np.abs(numeric_twin - numeric).max() < 1e-5*load
v_shift = -delta/2*formula[0]
assert abs((v_twin - v_real) - v_shift) < 2e-3*abs(v_shift)

# thermal misfit: displacement jump, free outer edge
cte_diff, cooling = 14e-6, 200.0
free_strain = -cte_diff*cooling
e_plane = (1 + nu_cu)*free_strain
modulus = 8/((real[1] + 1)/real[0] + (real[3] + 1)/real[2])
misfit = -modulus*e_plane/(1 - alpha + 2*beta)
misfit_num = ring_solution(two_layers(real), 0, None, (0.0, 0.0),
                           jump=e_plane)[0][3, 0]
assert abs(misfit_num - misfit) < 1e-3*abs(misfit)
load_zz = nu_cu*(formula[0] + formula[1])
misfit_zz = 2*nu_cu*misfit - E_cu*free_strain
vm_load = mises(formula[0], formula[1], load_zz)
vm_misfit = mises(misfit, misfit, misfit_zz)
vm_both = mises(formula[0] + misfit, formula[1] + misfit, load_zz + misfit_zz)


def peel(si, cu):
    return 1e3*via_formula(load, *dundurs(*(si + cu)))[0]


si0, cu0 = real[:2], real[2:]
liner = solid(70.0, 0.17)
liner_thick = 200.0
edge = 1 - liner_thick/radius
lined = via_numeric(load, [(0.0, edge) + cu0, (edge, 1.0) + liner,
                           (1.0, 200.0) + si0])[0]
surface = peel(solid(E_si, nu_si, True), solid(E_cu, nu_cu, True))

names = ('mu1', 'kappa1', 'mu2', 'kappa2')
for tag, q in (('A', pair_a), ('B (twin of A)', pair_b), ('C (control)', pair_c)):
    print('pair', tag, ', '.join(f'{n}={v:.4f}' for n, v in zip(names, q)),
          'alpha=%.4f beta=%.4f' % dundurs(*q))
print('Largest stress changes, in units of the unit traction on the hole:')
print(f'rings, no net force: B-A {ring_twin:.1e}, C-A {ring_control:.4f}')
print(f'rings, net force: B-A {ring_force:.4f}')
for i, name in enumerate(('pressure', 'torque', 'net force')):
    print(f'cut hole, {name}: B-A {plate_twin[i]:.1e} '
          f'(coarse mesh {coarse_twin[i]:.1e}), C-A {plate_control[i]:.4f}')
print(f'cut-hole solver error, homogeneous plate: pressure {lame_error:.1e}, '
      f'torque {torque_error:.1e}')
print(f'Si: E={E_si:.0f} GPa nu={nu_si}; Cu: E={E_cu:.0f} GPa nu={nu_cu} (rough)')
print(f'remote tension {1e3*load:.0f} MPa, via radius {radius:.0f} nm, '
      f'depth {depth:.0f} nm')
for tag, q in (('Si/Cu', real), ('twin', other)):
    print(f'{tag}: mu1={q[0]:.2f} GPa kappa1={q[1]:.4f} '
          f'mu2={q[2]:.2f} GPa kappa2={q[3]:.4f}')
print(f'alpha={alpha:.4f}, beta={beta:.4f}, twin shift delta={delta} 1/GPa')
labels = ('peel stress at 0 deg = via s_xx', 'radial stress at 90 deg = via s_yy',
          'interface shear amplitude (45 deg)', 'silicon hoop stress at 90 deg')
for name, f, a, t in zip(labels, 1e3*formula, 1e3*numeric, 1e3*numeric_twin):
    print(f'{name}: formula {f:.2f}, solver {a:.2f}, twin solver {t:.2f} MPa')
print(f'radial displacement at 90 deg: Si/Cu {v_real*radius:.3f} nm, '
      f'twin {v_twin*radius:.3f} nm')
print(f'predicted displacement difference -delta*s_xx*R/2: {v_shift*radius:.3f} nm')
print('Neglected effects:')
print(f'cooling {cooling:.0f} K, expansion difference {cte_diff*1e6:.0f} ppm/K (rough)')
print(f'modulus 8/(c1+c2)={modulus:.2f} GPa, in-plane misfit {e_plane:.3e}')
print(f'misfit radial stress: formula {1e3*misfit:.1f}, solver {1e3*misfit_num:.1f} MPa')
print(f'Mises stress in Cu: load {1e3*vm_load:.1f}, misfit {1e3*vm_misfit:.1f}, '
      f'both {1e3*vm_both:.1f} MPa')
print(f'peel stress, Si E=130 / 188 GPa: {peel(solid(130.0, nu_si), cu0):.2f} / '
      f'{peel(solid(188.0, nu_si), cu0):.2f} MPa')
print(f'peel stress, Cu E=67 / 191 GPa: {peel(si0, solid(67.0, nu_cu)):.2f} / '
      f'{peel(si0, solid(191.0, nu_cu)):.2f} MPa')
print(f'peel stress on Cu with {liner_thick:.0f} nm oxide liner (E=70 GPa, nu=0.17): '
      f'{1e3*lined[0]:.2f} MPa')
print(f'peel stress with plane-stress constants: {surface:.2f} MPa')
print(f'depth share within one diameter of a wafer face: {4*radius/depth:.2f}')
print('OK')
```

Output:

```
pair A mu1=1.0000, kappa1=2.6000, mu2=0.2500, kappa2=2.0000 alpha=0.5385 beta=0.1538
pair B (twin of A) mu1=0.6250, kappa1=1.2500, mu2=0.2174, kappa2=1.6087 alpha=0.5385 beta=0.1538
pair C (control) mu1=1.0000, kappa1=2.6000, mu2=1.0000, kappa2=2.0000 alpha=-0.0909 beta=-0.0909
Largest stress changes, in units of the unit traction on the hole:
rings, no net force: B-A 2.4e-12, C-A 0.1407
rings, net force: B-A 0.0982
cut hole, pressure: B-A 3.2e-05 (coarse mesh 2.0e-03), C-A 0.4537
cut hole, torque: B-A 1.0e-05 (coarse mesh 4.9e-04), C-A 0.1799
cut hole, net force: B-A 3.7e-01 (coarse mesh 3.7e-01), C-A 1.0074
cut-hole solver error, homogeneous plate: pressure 5.7e-06, torque 1.2e-06
Si: E=165 GPa nu=0.22; Cu: E=120 GPa nu=0.34 (rough)
remote tension 100 MPa, via radius 2500 nm, depth 50000 nm
Si/Cu: mu1=67.62 GPa kappa1=2.1200 mu2=44.78 GPa kappa2=1.6400
twin: mu1=53.23 GPa kappa1=1.4557 mu2=37.97 GPa kappa2=1.2390
alpha=0.1220, beta=-0.0216, twin shift delta=0.004 1/GPa
peel stress at 0 deg = via s_xx: formula 95.56, solver 95.56, twin solver 95.56 MPa
radial stress at 90 deg = via s_yy: formula 9.61, solver 9.61, twin solver 9.61 MPa
interface shear amplitude (45 deg): formula 42.97, solver 42.97, twin solver 42.97 MPa
silicon hoop stress at 90 deg: formula 118.50, solver 118.50, twin solver 118.50 MPa
radial displacement at 90 deg: Si/Cu -0.730 nm, twin -1.208 nm
predicted displacement difference -delta*s_xx*R/2: -0.478 nm
Neglected effects:
cooling 200 K, expansion difference 14 ppm/K (rough)
modulus 8/(c1+c2)=76.12 GPa, in-plane misfit -3.752e-03
misfit radial stress: formula 342.1, solver 342.1 MPa
Mises stress in Cu: load 76.3, misfit 226.5, both 222.5 MPa
peel stress, Si E=130 / 188 GPa: 103.62 / 90.92 MPa
peel stress, Cu E=67 / 191 GPa: 74.14 / 110.67 MPa
peel stress on Cu with 200 nm oxide liner (E=70 GPa, nu=0.17): 93.76 MPa
peel stress with plane-stress constants: 90.27 MPa
depth share within one diameter of a wafer face: 0.20
OK
```
